# Why biased, minimally twisted bilayer graphene conducts along a triangular network

**Question.** An interlayer bias opens a gap in AB- and BA-stacked bilayer graphene. A minimally twisted bilayer consists mostly of such regions. Why can it still conduct at energies inside the gap, along which lines, and through how many modes?

**Answer.**

## The mechanism

At small twist the lattice relaxes into triangular AB and BA domains, separated by narrow walls that meet at AA-stacked nodes. The bias gives both domains the same gap but opposite handedness in a given valley. A force along a wall then drives electrons sideways in opposite senses on its two sides. Charge accumulates at the wall or leaves it, which a fully gapped wall could not allow. The wall must carry modes, and their number follows from the mismatch.

I assume smooth walls that conserve valley, a uniform bias, independent electrons and an energy inside the domain gap.

## Stacking and interlayer coupling

Take lattice vectors $a(\pm\frac12,\frac{\sqrt3}{2})$, sublattice positions $\mathbf b_A=0$, $\mathbf b_B=(0,a/\sqrt3)$, and valley $\mathbf K=(4\pi/3a,0)$. Layer 2 is displaced by $\mathbf d$. With Bloch phases attached to undisplaced positions, and $\mathbf b=\mathbf b_\beta-\mathbf b_\alpha$,

$$T_{\alpha\beta}=\sum_{\mathbf R}e^{i\mathbf K\cdot(\mathbf R+\mathbf b)}\,t(\mathbf R+\mathbf b+\mathbf d).$$

Write the hopping $t$ as a Fourier integral. The sum over $\mathbf R$ selects wave vectors $-(\mathbf K+\mathbf G)$, with $\mathbf G$ a reciprocal lattice vector, leaving the phase $e^{-i\mathbf G\cdot\mathbf b}e^{-i(\mathbf K+\mathbf G)\cdot\mathbf d}$. The hopping is smooth, so keep the three shortest vectors $\mathbf Q_j=\mathbf K+\mathbf G_j$, which lie 120° apart. Since $\mathbf K\cdot\mathbf b_B=0$ and $\mathbf Q_j\cdot\mathbf b_B=2\pi j/3$ modulo $2\pi$,

$$T(\mathbf d)=w\sum_{j=0}^{2}e^{-i\mathbf Q_j\cdot\mathbf d}\begin{pmatrix}1&\omega^{-j}\\ \omega^j&1\end{pmatrix},\qquad \omega=e^{2\pi i/3}.$$

A rotation gives $\mathbf d\simeq\theta\,\hat z\times\mathbf r$, so crossing a wall changes $\mathbf d$ parallel to the wall. For a wall along $y$, set $\mathbf d=(0,s)$ and $\phi=2\pi s/(\sqrt3a)$. Then

$$T_{AA}=T_{BB}=w(1+2\cos\phi),$$
$$T_{AB}=w[1+2\cos(\phi+\tfrac{2\pi}{3})],\quad T_{BA}=w[1+2\cos(\phi-\tfrac{2\pi}{3})].$$

At $\phi=2\pi/3$ only $T_{BA}=3w=\gamma_1$ survives: B1 faces A2, which I call BA. At $\phi=4\pi/3$ only $T_{AB}=\gamma_1$ survives. Let BA lie at $x<0$ and AB at $x>0$.

## The gap in each domain

Near $\mathbf K$ each layer has the Dirac Hamiltonian $\hbar v(k_x\sigma_x+k_y\sigma_y)$. Layers 1 and 2 have energies $+U/2$ and $-U/2$. Define $\pi=k_x+ik_y$, $\epsilon_{1,2}=E\mp U/2$ and $X=(\hbar vk)^2$. In BA the amplitudes obey

$$\epsilon_1A_1=\hbar v\pi^*B_1,\qquad \epsilon_1B_1=\hbar v\pi A_1+\gamma_1A_2,$$
$$\epsilon_2A_2=\hbar v\pi^*B_2+\gamma_1B_1,\qquad \epsilon_2B_2=\hbar v\pi A_2.$$

Eliminating $A_1$ and $B_2$ gives $(\epsilon_1^2-X)B_1=\gamma_1\epsilon_1A_2$ and $(\epsilon_2^2-X)A_2=\gamma_1\epsilon_2B_1$. Multiply them and put $S=E^2+U^2/4-X$:

$$(S-EU)(S+EU)=\gamma_1^2(E^2-U^2/4),$$
$$S^2=E^2(U^2+\gamma_1^2)-\gamma_1^2U^2/4.$$

A propagating state has real $X$, so the right side cannot be negative. Equality is reached at $S=0$, where $X>0$. Hence

$$E_g=\frac{|U|\gamma_1}{\sqrt{U^2+\gamma_1^2}}.$$

Exchanging the sublattices gives the same gap in AB. For small bias it approaches $|U|$; for large bias this model saturates at $\gamma_1$.

## Same gap, opposite handedness

For energies well below $\gamma_1$, the second and third equations give $A_2\simeq-\hbar v\pi A_1/\gamma_1$ and $B_1\simeq-\hbar v\pi^*B_2/\gamma_1$. Substitution leaves, in the basis $(A_1,B_2)$,

$$H_{BA}\simeq\begin{pmatrix}U/2&-(\hbar v\pi^*)^2/\gamma_1\\-(\hbar v\pi)^2/\gamma_1&-U/2\end{pmatrix}.$$

In AB the remaining sites are $(B_1,A_2)$, and the same elimination exchanges $\pi$ and $\pi^*$. The layer energies are unchanged, but the phase winds the other way.

Write $H_{BA}$ as a pseudospin field with polar angle $\vartheta$ and azimuth $\chi$. Its lower state is $u=(-e^{-i\chi}\sin\frac\vartheta2,\cos\frac\vartheta2)$, so $i\langle u|\partial_\chi u\rangle=\sin^2(\vartheta/2)$. For $U>0$ this gauge is regular at $k=0$, where $\vartheta=0$. At large $k$, $\vartheta\to\pi/2$, while $\chi$ winds by $+4\pi$ in BA and $-4\pi$ in AB. The Berry flux is therefore $\pm4\pi\times\frac12=\pm2\pi$, and

$$C_{BA}=+1,\qquad C_{AB}=-1\qquad(U>0,\ \text{valley }K).$$

For $U<0$ the centre is the opposite pole. The regular gauge has $i\langle u|\partial_\chi u\rangle=-\cos^2(\vartheta/2)$, and both signs reverse.

A valley is not a closed Brillouin zone, so one valley's integral alone need not be an integer. The difference between domains is well defined: in this model the interlayer coupling does not depend on $k$, so at large $k$ it is negligible beside $\hbar vk$, and both Hamiltonians approach the same limit.

## From handedness to the number of modes

Apply a weak force $F$ on electrons along $+y$, so $\dot k_y=F/\hbar$. With Berry curvature $\Omega=(\nabla_k\times i\langle u|\nabla_ku\rangle)_z$, the anomalous velocity is $\dot x=-\dot k_y\Omega$. Filled bands give the particle flow

$$j_x=-\frac F\hbar\int\frac{d^2k}{(2\pi)^2}\Omega=-\frac{FC}{h}.$$

Per unit length, the wall gains particles at the rate $j_L-j_R=F(C_R-C_L)/h$. The force also shifts the Fermi point of each wall mode at rate $F/\hbar$. A mode moving along $+y$ gains density at rate $F/h$, and one moving along $-y$ loses it at that rate. Charge conservation requires

$$N_{+y}-N_{-y}=C_R-C_L=-1-1=-2.$$

This is a net count per spin in valley $K$. Extra pairs of opposite movers would not change it. Time reversal reverses the Chern numbers and the velocities in valley $K'$, so equilibrium carries no net current.

## Where the two modes come from

The middle of the wall shows the same result microscopically. There $\phi=\pi+\delta$, and to first order

$$T=w(-1+2\sigma_x+\sqrt3\,\delta\,i\sigma_y).$$

With Pauli matrices $\mu$ for layer,

$$H=\hbar v(k_x\sigma_x+k_y\sigma_y)+\tfrac U2\mu_z+w\mu_x(-1+2\sigma_x)-\sqrt3w\delta\,\sigma_y\mu_y.$$

At $\delta=k_y=0$, $\sigma_x$ is conserved. Its two sectors have energies $\hbar vk_x\pm A$ and $-\hbar vk_x\pm B$, where $A=\sqrt{U^2/4+w^2}$ and $B=\sqrt{U^2/4+9w^2}$. The middle two bands cross at

$$\hbar vk_x=\nu\frac{A+B}{2},\qquad E=\nu E_0,\quad E_0=\frac{B-A}{2},\quad \nu=\pm1.$$

Bias alone therefore does not gap the saddle stacking at mid-wall.

Now project onto the crossing states. For $U>0$ let $\tan\alpha=2w/U$, $\tan\beta=6w/U$ and $\Sigma=(\alpha+\beta)/2$. At $\nu=+1$ the layer spinors are $f=(-\sin\frac\alpha2,\cos\frac\alpha2)$ for $\sigma_x=+1$ and $g=(\cos\frac\beta2,-\sin\frac\beta2)$ for $\sigma_x=-1$. Then $\langle f|g\rangle=-\sin\Sigma$, $\langle f|\mu_y|g\rangle=i\cos\Sigma$ and $\langle+|\sigma_y|-\rangle=i$. The off-diagonal element is

$$-i\hbar vk_y\sin\Sigma+m,\qquad m=\sqrt3w\delta\cos\Sigma.$$

At $\nu=-1$ the spinors are $(\cos\frac\alpha2,\sin\frac\alpha2)$ and $(\sin\frac\beta2,\cos\frac\beta2)$. Both overlaps change sign, and so does the whole element. With Pauli matrices $\tau$ for the crossing pair and $q$ measured from the crossing,

$$H_\nu=\nu E_0+\hbar vq\,\tau_z+\nu(m\tau_x+\hbar v\sin\Sigma\,k_y\tau_y).$$

Set $q=-i\partial_x$ and seek a state annihilated by the $q$ and $m$ terms. Multiplying by $i\tau_z$ gives $\hbar v\,\partial_x\psi=\nu m\tau_y\psi$. Since $m$ rises through zero with $x$, decay on both sides requires $\nu\tau_y=-1$. Thus

$$E_\nu=\nu E_0-\hbar v\sin\Sigma\,k_y.$$

Each Dirac point binds one such unpaired mode, and both modes move along $-y$. This formula is the leading result for a wide wall. Reversing $U$ replaces $\Sigma$ by $\pi-\Sigma$, which reverses $m$ and both velocities. At $U=0$, $\Sigma=\pi/2$ and this first-order mass vanishes; the domains are then gapless too. This is why the bias is needed.

## From one wall to a network

Facing along $-y$, the electron has BA on its right and AB on its left. In valley $K$ and for $U>0$ the modes therefore run counterclockwise around AB triangles and clockwise around BA triangles. Six domains alternate around an AA node, so the six walls alternate between incoming and outgoing: three of each.

The distance between nodes follows from $|\mathbf d|=2\sin(\theta/2)|\mathbf r|$. The stacking repeats when $|\mathbf d|=a$, giving

$$L=\frac{a}{2\sin(\theta/2)}.$$

Connected walls do not by themselves guarantee conduction across the sample. If every electron turned the same way at every node, it would circle one triangle. Consider one mode per wall that does not mix with the other. Threefold symmetry gives equal amplitudes for equivalent turns. A half-turn about the node combined with time reversal preserves valley and bias and exchanges incoming and outgoing states on the same line. It makes the left and right turning amplitudes equal. A unitary matrix with these symmetries is, up to a phase,

$$S=1+\frac{e^{i\zeta}-1}{3}J,$$

where every element of the $3\times3$ matrix $J$ is 1. The forward probability is $|2+e^{i\zeta}|^2/9=(5+4\cos\zeta)/9\ge1/9$, so complete turning is excluded.

Bloch states of the network are eigenvectors of $SD$, with $D=\mathrm{diag}(e^{-i\mathbf k\cdot\mathbf L_j})$ and $\sum_j\mathbf L_j=0$. Their eigenphases fix the energy through the phase gained along a wall. Because $\det D=1$, order the phases as $\theta_1\le\theta_2\le\theta_3\le\theta_1+2\pi$ with constant sum $\zeta$, where $0\le\zeta\le2\pi$. At $\mathbf k=0$ they are $(0,0,\zeta)$. At the two zone corners $D$ is $e^{\mp2\pi i/3}$ times the identity, and they are

$$(-\tfrac{2\pi}3,\ \zeta-\tfrac{2\pi}3,\ \tfrac{4\pi}3),\qquad(\zeta-\tfrac{4\pi}3,\ \tfrac{2\pi}3,\ \tfrac{2\pi}3).$$

The first and second bands touch at $\mathbf k=0$, the third and first (shifted by $2\pi$) at one corner, and the second and third at the other. Together they cover the full circle, so this network has no energy gap. Mixing of the two modes at a node, or broken symmetry, removes this guarantee.

## The numbers

Take rough typical values: $a=0.246$ nm, $\gamma_1=0.38$ eV, $v=10^6$ m/s and $\hbar v=0.658$ eV nm. Choose $U=0.10$ eV and a twist of 0.1°. The domain gap is

$$E_g=\frac{0.10\times0.38}{\sqrt{0.10^2+0.38^2}}=0.0967\ \text{eV}.$$

The Berry flux of both filled bands in the four-band model gives Chern numbers $1.0000$ in BA and $-1.0000$ in AB, the same totals as the two-band result. Both filled bands are needed for the integer: in BA the low band alone carries $1.127$ and the dimer band $-0.127$. This split depends on the model: on the lattice, with distance-dependent interlayer hopping integrated over half the Brillouin zone, the fractional part falls from 0.127 to about 0.07, while the sum stays an integer to within $10^{-4}$.

For the wall, let $\phi=\frac{2\pi}{3}[1+g(x)]$ with $g=(2/\pi)\arctan e^{\pi x/W}$ and $W=6$ nm. Solving the wall Hamiltonian directly, without using the topological count, gives two modes along $-y$ and none along $+y$ at $E=-0.02$, 0 and $0.02$ eV. A 9 nm wall with the domains in reverse order has two along $+y$ and none along $-y$. On the 6 nm wall the net count reverses with valley or bias, as derived.

At $E=0$ the 6 nm wall modes have $k_y=\pm0.109$ nm$^{-1}$ and velocity $-0.60v$. The wide-wall formula instead gives $\pm0.194$ nm$^{-1}$ and $-0.97v$. Its bound state has width $\sqrt{\hbar v/(dm/dx)}$. With $dm/dx=\sqrt3w\cos\Sigma\,(2\pi/3W)\simeq0.019$ eV/nm, this is about 5.9 nm, as wide as the wall itself, so the state samples stackings far from mid-wall. The shape of $m(x)$ is not the cause, since $E_\nu$ does not depend on it. For $k_y$, what fails is mainly holding the rest of $T$ at its mid-wall value: the crossing energy $E_0$ falls from 0.12 eV at $\delta=0$ to zero at $\delta=\pm\pi/3$. With that part of $T$ frozen, the four-band wall gives $k_y\simeq0.19$ nm$^{-1}$; its velocity is still only $-0.70v$, so this accounts for little of the velocity difference. With the full $T$ the wide-wall value is approached slowly: 0.124, 0.150 and 0.165 nm$^{-1}$ for $W=12$, 24 and 40 nm. The net count does not rely on that approximation. The opposite values of $k_y$ follow from a symmetry of this model: $\mu_y$ combined with $x\to-x$ maps $H(k_y)$ to $-H(-k_y)$. An atomistic 6 nm wall with bond strain and distance-dependent interlayer hopping does not keep it: its mid-gap modes lie at about $-0.07$ and $+0.12$ nm$^{-1}$, with velocities $-0.62v$ and $-0.57v$, and the net count is still two.

The period is $L=141$ nm, much longer than the wall width. At 1° it would be about 14 nm, and the picture of separate domains would become doubtful. Wider walls carry extra pairs of opposite movers (one pair at $E=0.04$ eV for $W=12$ nm, two pairs at $E=0$ for $W=24$ nm), which would add to a ballistic conductance. For a wall without extra pairs, such as the 6 nm wall, and with ideal contacts, each direction is served by one valley with two modes and two spins:

$$G=2\times2\,\frac{e^2}{h}=155\ \mu\text{S},\qquad G^{-1}=6.45\ \text{k}\Omega.$$

This is the conductance of one wall, not of the sheet.

## What a real device changes

One correction is strain in the walls. Let an in-plane bond along $\hat n$ have matrix element $-t(1-b\,\hat n\cdot\varepsilon\cdot\hat n)$, where $t>0$ now denotes the in-plane hopping strength and $b\simeq3$ is a rough value. Summing the three bonds under shear adds $\frac32bt\varepsilon_{xy}\sigma_y$. With $\hbar v=\frac{\sqrt3}{2}at$ and half the displacement in each layer, this becomes $\mp(b\hbar v/4)g'(x)\sigma_y$ in layers 1 and 2. Its peak is 0.082 eV, comparable with the gap. Including it moves the momenta to $\pm0.097$ nm$^{-1}$, about 11% closer to zero, but leaves the net count at two. Trigonal warping with a skew velocity of $0.1v$ lowers the domain gap by about 5%, to 0.092 eV, and leaves the Chern number at 1.

At $E=k_y=0$, the gap equation gives $X=U^2/4\pm i\gamma_1U/2$ and a decay length of 7.2 nm. The midpoint of a wall lies $\sqrt3L/4=61$ nm from the nearest other wall, and over that distance the amplitude falls to about $2\times10^{-4}$ of its initial value; near the nodes, where walls converge, this estimate does not apply. At the modes' own $k_y=\pm0.109$ nm$^{-1}$ the decay length is 6.3 nm, but the two modes separate as the energy moves toward a gap edge: at $E=0.04$ and $0.047$ eV one lengthens to 11 and 14 nm, while the other, at larger $|k_y|$, shortens to about 5.3 nm. For this analytic profile the Fourier factor of the smooth wall suppresses the valley-reversal amplitude to roughly $10^{-20}$–$10^{-23}$. Atomic defects break that assumption. If they reduce every mode's transmission to $P$, the wall conductance becomes $155P$ μS.

The gate field must also overcome screening. The layer densities differ by $\Delta n=4.4\times10^{12}$ cm$^{-2}$, so with interlayer distance $c=0.335$ nm and vacuum between the layers the applied field is

$$\frac{U}{ec}+\frac{e\Delta n}{2\varepsilon_0}=0.299+0.396\simeq0.7\ \text{V/nm}.$$

In hBN with relative permittivity 3.5 this is 2.0 MV/cm, below a rough breakdown field of 8 MV/cm. The vacuum assumption matters: an interlayer permittivity of 2 or 3 raises the field to 1.0 or 1.3 V/nm (2.8 or 3.7 MV/cm in hBN), still below breakdown. The saddle stacking screens less than the domains: in a local estimate with vacuum between the layers, the same field gives $U\simeq0.12$ eV at mid-wall, which moves the 6 nm wall modes only to $\pm0.108$ nm$^{-1}$ and $-0.61v$. Temperature is more restrictive: $E_g/2k_BT$ is 140 at 4 K but 1.9 at 300 K. At room temperature thermally excited carriers in the domains would compete with the walls. Corrugation, interactions beyond this electrostatic screening, and twist disorder are not included. Mimicking corrugation by reducing the AA coupling to $0.8w$ moves the 6 nm wall momenta to $\pm0.092$ nm$^{-1}$ and leaves the count at two.

## Values computed for the example and the checks

```
inputs: a 0.246 nm, gamma1 0.38 eV, bias 0.1 eV
inputs: v 1.0e+06 m/s, hbar*v 0.6582 eV nm, w 0.1267 eV
inputs: twist 0.1 deg, wall widths 6.0 and 9.0 nm
domain gap: 0.09671 eV, formula 0.09671 eV
Chern number, valley K: BA 1.0000, AB -1.0000
Chern number BA: valley Kprime -1.0000, K with reversed bias -1.0000
saddle Dirac points: kx +-0.3946 1/nm, E +-0.1235 eV
saddle: sin(Sigma) 0.9681, cos(Sigma) 0.2507
wide-wall estimate of ky at E=0: +-0.1939 1/nm
E -0.02 eV, 6 nm wall: 0 modes along +y, 2 along -y
E -0.02 eV, 9 nm wall: 2 modes along +y, 0 along -y
E +0.00 eV, 6 nm wall: 0 modes along +y, 2 along -y
E +0.00 eV, 9 nm wall: 2 modes along +y, 0 along -y
E +0.02 eV, 6 nm wall: 0 modes along +y, 2 along -y
E +0.02 eV, 9 nm wall: 2 modes along +y, 0 along -y
6 nm wall, E=0: ky -0.1086 0.1086 1/nm
6 nm wall, E=0: velocity/v -0.604 -0.604
net modes on 6 nm wall (+y minus -y): K -2, Kprime 2, K reversed bias 2
with strain field: ky -0.0971 0.0971 1/nm
with strain field: velocity/v -0.607 -0.607, net -2
peak strain gauge energy per layer: 0.0823 eV
moire period: 140.9 nm
walls at a node: 3 incoming, 3 outgoing
network phase gap: symmetric nodes 0.041 rad (grid limit), pure turning 2.094 rad
smallest forward probability at symmetric node: 0.1111
ideal conductance of one wall: 155.0 uS, resistance 6.453 kohm
atomic-hopping w: 0.1126 eV, higher harmonics 1.85 % of 3w
gap with trigonal warping (v3/v=0.1): 0.09221 eV, Chern 1.0000
decay length in domain (E=0, ky=0): 7.21 nm
domain height 122.1 nm, amplitude factor across it 4.5e-08
log10 of smooth-wall intervalley factor: -21.9
gap/(2kT): 140.3 at 4 K, 1.87 at 300 K
layer density difference: 4.375e+12 1/cm2
field without screening 0.299 V/nm, applied field needed 0.694 V/nm
field in hBN (eps 3.5): 1.98 MV/cm, rough breakdown 8.0 MV/cm
```
